# Surface roughening without a diverging heat capacity: a program that tests the result

```python
# RESULT UNDER TEST: the BCSOS surface (six-vertex F model) roughens at
# kT_R = eps/ln 2 with a finite, smooth heat capacity. Its free energy has
# only an essential singularity, of size 4 exp(-pi^2/lam), at T_R.
# Symbols: K = eps/kT; weights a = b = exp(-K), c = 1; kappa = partition
# function per column; exp(K) = 2 cosh(lam/2) on the smooth side and
# 2 cos(mu/2) on the rough side; G = reduced stiffness of the rough surface;
# C/k = K^2 d^2 ln(kappa)/dK^2 per surface column.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

mp.mp.dps = 25
LN2 = np.log(2.0)


def log_kappa(K):
    """Closed-form ln(kappa) in the infinite system."""
    half = np.exp(K) / 2
    if half > 1 + 1e-12:
        lam = 2 * np.arccosh(half)
        m = np.arange(1, int(20 / lam) + 20)
        terms = np.exp(-m * lam) * np.tanh(m * lam) / m
        # the remaining tail is summed by taking more terms
        m2 = np.arange(m[-1] + 1, 2 * m[-1] + 20)
        tail = np.exp(-m2 * lam) * np.tanh(m2 * lam) / m2
        return -K + lam / 2 + terms.sum() + tail.sum()
    mu = max(2 * np.arccos(min(half, 1.0)), 1e-9)

    def integrand(t):
        bose = np.expm1(min(2 * np.pi * t / mu, 700.0))
        return np.tanh(t) / t * (np.exp(-t) - 2 * np.sinh(t) / bose)

    parts = [quad(integrand, lo, hi, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
             for lo, hi in ((0, 2), (2, 60))]
    return -K + sum(parts)


def heat_capacity(K, log_z=log_kappa, h=0.01):
    return K**2 * (log_z(K + h) - 2 * log_z(K) + log_z(K - h)) / h**2


def apply_row(vector, width, x):
    """One row of vertices on a periodic strip, summed explicitly."""
    total = np.zeros_like(vector)
    for h0 in (0, 1):
        state = np.zeros((2, 2**width))
        state[h0] = vector
        for site in range(width):
            s = state.reshape(2, 2**site, 2, -1)
            n = np.empty_like(s)
            n[0, :, 0] = x * s[0, :, 0]
            n[1, :, 1] = x * s[1, :, 1]
            n[0, :, 1] = x * s[0, :, 1] + s[1, :, 0]
            n[1, :, 0] = x * s[1, :, 0] + s[0, :, 1]
            state = n.reshape(2, -1)
        total += state[h0]
    return total


ARROWS_UP = {n: np.array([bin(i).count("1") for i in range(2**n)])
             for n in (6, 10, 12, 14)}


def strip_log_eigenvalue(width, K, extra_up=0):
    """Log of the largest eigenvalue at a fixed number of up arrows."""
    v = (ARROWS_UP[width] == width // 2 + extra_up).astype(float)
    v /= np.linalg.norm(v)
    old = 0.0
    for _ in range(300):
        w = apply_row(v, width, np.exp(-K))
        new = v @ w
        v = w / np.linalg.norm(w)
        if abs(new - old) < 1e-14 * new:
            break
        old = new
    return np.log(new)


# --- local inversion identity behind the closed form
lam0, u0 = 1.3, 0.4


def local_operator(u):
    a, b, c = np.sinh(lam0 - u), np.sinh(u), np.sinh(lam0)
    return np.array([[a, 0, 0, 0], [0, c, b, 0], [0, b, c, 0], [0, 0, 0, a]])


scalar = np.sinh(lam0 - u0) * np.sinh(lam0 + u0)
assert np.allclose(local_operator(u0) @ local_operator(-u0),
                   scalar * np.eye(4), atol=1e-12)

# --- closed form against explicit transfer matrices
strip_rows = []
for ratio in (1.0, 1.5, 3.0):
    K = LN2 / ratio
    sizes = np.array([10, 12, 14])
    values = [strip_log_eigenvalue(n, K) / n for n in sizes]
    design = np.vander(1.0 / sizes**2, 3, increasing=True)
    limit = np.linalg.solve(design, values)[0]
    assert abs(limit - log_kappa(K)) < 2e-4  # residual finite-width logs
    strip_rows.append((ratio, limit, log_kappa(K)))
K = LN2 / 0.5
cold = strip_log_eigenvalue(14, K) / 14
assert abs(cold - log_kappa(K)) < 2e-5
strip_rows.append((0.5, cold, log_kappa(K)))

# --- energy and heat capacity at T_R: closed form and strips
C_TR = 28 / 45 * LN2**2
assert abs(heat_capacity(LN2) - C_TR) < 1e-3  # stencil spans both phases
C_strip = {}
for n in (6, 10, 14):
    C_strip[n] = heat_capacity(
        LN2, lambda q: strip_log_eigenvalue(n, q) / n, 0.02)
assert abs(C_strip[14] / C_TR - 1) < 0.04
# increments of a logarithmic divergence would have ratio 0.66
growth_ratio = (C_strip[14] - C_strip[10]) / (C_strip[10] - C_strip[6])
assert abs(growth_ratio) < 0.5
U_TR = -(strip_log_eigenvalue(14, LN2 + 0.02)
         - strip_log_eigenvalue(14, LN2 - 0.02)) / (14 * 0.04)
assert abs(U_TR - 1 / 3) < 1e-3

# --- the same asymptotic coefficients on the two sides of T_R
I0 = mp.quad(lambda t: mp.exp(-t) * mp.tanh(t) / t, [0, 1, 5, 20, 70])


def coefficient(n):
    euler = abs(mp.eulernum(2 * n)) - (-1)**n
    return mp.zeta(2 * n) * euler / (n * (2 * mp.pi)**(2 * n))


p = 0.4
next_term = float(coefficient(6)) * p**12
for sign, K in ((1, np.log(2 * np.cosh(p / 2))),
                (-1, np.log(2 * np.cos(p / 2)))):
    series = float(I0 + sum(coefficient(n) * (sign * p**2)**n
                            for n in range(1, 6)))
    assert abs(log_kappa(K) + K - series) < 2 * next_term

# --- factorial growth: zero radius of convergence
late = coefficient(20) * mp.pi**80 / (8 / mp.pi * mp.factorial(39))
assert abs(late - 1) < 1e-6

# --- continuation of the rough branch past T_R against the smooth branch
ray = mp.exp(1j * mp.pi / 4)


def continued_rough_branch(lam):
    def integrand(s):
        t = s * ray
        return ray * mp.tanh(t) * mp.sinh(t) / t / mp.expm1(
            2 * mp.pi * t / (1j * lam))
    return I0 - 2 * mp.quad(integrand, [0, 0.5, 1, 2, 4, 8, 20])


for lam in (0.7, 1.0, 1.5):
    K = np.log(2 * np.cosh(lam / 2))
    value = continued_rough_branch(lam)
    jump = -4 * sum((-1)**j / ((2 * j + 1)
                    * mp.expm1((2 * j + 1) * mp.pi**2 / lam))
                    for j in range(6))
    assert abs(float(value.real) - log_kappa(K) - K) < 1e-10
    assert abs(value.imag / jump - 1) < 1e-6

# --- logarithmic roughness of a Gaussian surface with unit stiffness
L = 1024
q = 2 * np.pi * np.fft.fftfreq(L)
lap = 4 - 2 * np.cos(q)[:, None] - 2 * np.cos(q)[None, :]
lap[0, 0] = np.inf
green = np.fft.ifft2(1 / lap).real
rough_step = 2 * (green[0, 8] - green[0, 16])
assert abs(rough_step / (LN2 / np.pi) - 1) < 0.01

# --- scaling flow: logarithm of the correlation length
D = 0.01


def arrived(l, s):
    return s[0] - 1


arrived.terminal = True
flow = solve_ivp(lambda l, s: [s[1]**2, s[0] * s[1]], (0, 100),
                 [-1, np.sqrt(1 + D)], events=arrived, rtol=1e-9, atol=1e-11)
flow_time = flow.t_events[0][0]
assert abs(flow_time - (np.pi / np.sqrt(D) - 2)) < 0.02

# --- stiffness from the cost of a tilt, against (pi - mu)/2
stiff_rows = []
for ratio in (1.5, 2.0, 3.0):
    K = LN2 / ratio
    G = {n: n / 2 * (strip_log_eigenvalue(n, K)
                     - strip_log_eigenvalue(n, K, 1)) for n in (12, 14)}
    G_limit = (196 * G[14] - 144 * G[12]) / 52
    G_formula = (np.pi - 2 * np.arccos(np.exp(K) / 2)) / 2
    assert abs(G_limit / G_formula - 1) < 0.01
    stiff_rows.append((ratio, G_limit, G_formula))

# --- position of the smooth maximum
best = minimize_scalar(lambda r: -heat_capacity(LN2 / r),
                       bounds=(0.6, 0.98), method="bounded")
peak_ratio, C_peak = best.x, -best.fun
assert 0.61 < peak_ratio < 0.97 and C_peak > C_TR


def singular_size(K):
    return 4 * np.exp(-np.pi**2 / (2 * np.arccosh(np.exp(K) / 2)))


# --- worked example: (001) face of a model bcc metal
bond2, bond1, a0 = 0.10, 0.80, 0.30      # eV, eV, nm
film, terrace, drive = 10.0, 100.0, 1e-4  # nm, nm, eV
eps = bond2 / 2
kB = const.k / const.e
T_R = eps / (kB * LN2)
column_area = a0**2 / 2
to_area = const.k / (column_area * 1e-14) * 1e9  # nJ/(K cm2) per k
spacing = a0 / np.sqrt(2)
lam_terrace = np.pi**2 / (2 * np.log(terrace / spacing))
T_terrace = T_R * LN2 / np.log(2 * np.cosh(lam_terrace / 2))

print(f"second-neighbour bond: {bond2:.2f} eV")
print(f"first-neighbour bond: {bond1:.2f} eV")
print(f"cohesion, 4 first + 3 second bonds: {4*bond1+3*bond2:.2f} eV")
print(f"vertex energy eps: {eps:.3f} eV")
print(f"lattice constant: {a0:.2f} nm")
print(f"area per column: {column_area:.4f} nm2")
print(f"roughening temperature T_R: {T_R:.1f} K")
print(f"kT_R: {kB*T_R:.4f} eV")
print(f"energy at T_R, strip 14: {U_TR:.5f} eps per column")
print(f"C at T_R, exact: {C_TR:.4f} k per column")
print(f"C at T_R, exact: {C_TR*to_area:.3f} nJ/(K cm2)")
for n in C_strip:
    print(f"C at T_R, strip width {n}: {C_strip[n]:.4f} k per column")
print(f"ratio of successive C increments: {growth_ratio:.3f}")
print(f"C maximum: {C_peak:.4f} k per column")
print(f"C maximum: {C_peak*to_area:.3f} nJ/(K cm2)")
print(f"T of C maximum: {peak_ratio*T_R:.1f} K = {peak_ratio:.4f} T_R")
for r in (0.5, 0.7, 0.9, 1.1, 1.5, 2.0):
    print(f"C at {r:.1f} T_R: {heat_capacity(LN2/r):.4f} k per column")
for r, strip, exact in strip_rows:
    print(f"ln kappa at {r:.1f} T_R: strip {strip:.6f}, exact {exact:.6f}")
for r, strip, formula in stiff_rows:
    print(f"stiffness G at {r:.1f} T_R: strip {strip:.4f}, "
          f"formula {formula:.4f}")
for r in (0.90, 0.95, 0.99):
    K = LN2 / r
    h = 0.02 * (K - LN2)
    print(f"non-analytic size at {r:.2f} T_R: {singular_size(K):.2e} kT, "
          f"in C {abs(heat_capacity(K, singular_size, h)):.1e} k")
print(f"late coefficient / factorial law, n=20: {float(late):.8f}")
print(f"flow time at D=0.01: {flow_time:.3f}")
print(f"pi/sqrt(D) - 2 at D=0.01: {np.pi/np.sqrt(D)-2:.3f}")
vibration = 3 * film / a0
print(f"vibrations, {film:.0f} nm film: {vibration:.0f} k per column")
print(f"C at T_R / film vibrations: {100*C_TR/vibration:.2f} %")
print(f"forbidden-step factor at T_R: {np.exp(-bond1/(kB*T_R)):.1e}")
print(f"terrace width: {terrace:.0f} nm = {terrace/spacing:.0f} spacings")
print(f"T where xi ~ terrace (prefactor 1): {T_terrace:.0f} K")
print(f"growth drive: {1000*drive:.1f} meV per atom")
print(f"length cut off by drive: {spacing*np.sqrt(kB*T_R/drive):.1f} nm")
print(f"T_R shift for 5 % softer bonds: {-0.05*T_R:.0f} K")
print("OK")
```

Running it gives:

```
second-neighbour bond: 0.10 eV
first-neighbour bond: 0.80 eV
cohesion, 4 first + 3 second bonds: 3.50 eV
vertex energy eps: 0.050 eV
lattice constant: 0.30 nm
area per column: 0.0450 nm2
roughening temperature T_R: 837.1 K
kT_R: 0.0721 eV
energy at T_R, strip 14: 0.33325 eps per column
C at T_R, exact: 0.2989 k per column
C at T_R, exact: 9.172 nJ/(K cm2)
C at T_R, strip width 6: 0.2832 k per column
C at T_R, strip width 10: 0.2925 k per column
C at T_R, strip width 14: 0.2954 k per column
ratio of successive C increments: 0.320
C maximum: 0.6160 k per column
C maximum: 18.898 nJ/(K cm2)
T of C maximum: 675.9 K = 0.8074 T_R
C at 0.5 T_R: 0.1583 k per column
C at 0.7 T_R: 0.5042 k per column
C at 0.9 T_R: 0.4933 k per column
C at 1.1 T_R: 0.2172 k per column
C at 1.5 T_R: 0.0941 k per column
C at 2.0 T_R: 0.0475 k per column
ln kappa at 1.0 T_R: strip 0.090040, exact 0.090042
ln kappa at 1.5 T_R: strip 0.181518, exact 0.181517
ln kappa at 3.0 T_R: strip 0.296866, exact 0.296865
ln kappa at 0.5 T_R: strip 0.004433, exact 0.004432
stiffness G at 1.5 T_R: strip 0.9168, formula 0.9169
stiffness G at 2.0 T_R: strip 0.7853, formula 0.7854
stiffness G at 3.0 T_R: strip 0.6814, formula 0.6815
non-analytic size at 0.90 T_R: 1.62e-05 kT, in C 5.0e-02 k
non-analytic size at 0.95 T_R: 5.20e-08 kT, in C 1.5e-03 k
non-analytic size at 0.99 T_R: 3.25e-18 kT, in C 1.3e-11 k
late coefficient / factorial law, n=20: 1.00000000
flow time at D=0.01: 29.423
pi/sqrt(D) - 2 at D=0.01: 29.416
vibrations, 10 nm film: 100 k per column
C at T_R / film vibrations: 0.30 %
forbidden-step factor at T_R: 1.5e-05
terrace width: 100 nm = 471 spacings
T where xi ~ terrace (prefactor 1): 752 K
growth drive: 0.1 meV per atom
length cut off by drive: 5.7 nm
T_R shift for 5 % softer bonds: -42 K
OK
```
